# Single-electron-transistor current from a charge-state recursion with a cutoff bound

In a model with chosen junction resistances, a 3 nm gold nanocrystal in silicon dioxide carries 2.113 pA at 300 K and 0.3 V. If the calculation keeps only the three charge states \(n=0,1,2\), which hold 96.2% of the probability, the current drops to 1.781 pA. Omitting less than 4% of the probability thus costs 16% of the current, and the two junction currents still agree. Agreement between them therefore cannot decide whether enough states were kept. The scheme below bounds the omitted current separately.

## Model and energy costs

An island holding \(n\) excess electrons is coupled to electrodes 1 and 2 by tunnel junctions \((R_1,C_1)\), \((R_2,C_2)\), and to a gate by \(C_g\). The algebra uses atomic units with \(k_B=1\); the electron charge is \(-1\). Let \(V_3=V_g\), \(C_3=C_g\), and

\[
C=\sum_k C_k,\qquad q=\sum_k C_kV_k .
\]

The island potential \(\phi\) follows from \(-n=\sum_k C_k(\phi-V_k)\), so \(\phi=(q-n)/C\). Electrode \(k\) carries the plate charge \(Q_k=C_k(V_k-\phi)\). The stored energy \(S\) minus the work term \(\sum_k V_kQ_k\) is

\[
\sum_k C_k(V_k-\phi)\left[\tfrac12(V_k-\phi)-V_k\right]
=\tfrac12C\phi^2-\tfrac12\sum_kC_kV_k^2 .
\]

Only the first term depends on \(n\). When an electron leaves electrode \(j\), it leaves a charge \(+1\) behind, so that battery supplies \(\Delta Q_j-1\) instead of \(\Delta Q_j\). The total battery work is \(\sum_kV_k\Delta Q_k-V_j\). Subtracting it from \(\Delta S\) gives the cost of \(n\to n+1\):

\[
x_j(n)=\frac{(n+1-q)^2-(n-q)^2}{2C}+V_j
=\frac{n+\frac12-q}{C}+V_j .
\]

The reverse event costs \(-x_j(n)\). A fixed offset charge shifts \(q\), as a gate voltage does.

## Tunnelling rates

Assume sequential tunnelling, a continuous island spectrum, thermal electrons on both sides, and a constant tunnel matrix element and density of states. An electron at energy \(E\) above its Fermi level arrives at \(E-x\) relative to the other one. The golden rule makes the rate proportional to

\[
g(x)=\int f(E)\,[1-f(E-x)]\,dE ,\qquad f(E)=\frac1{e^{E/T}+1}.
\]

Put \(a=e^{E/T}\) and \(b=e^{(E-x)/T}\). The integrand is \(b/[(1+a)(1+b)]\), while \(f(E-x)-f(E)=(a-b)/[(1+a)(1+b)]\). Their ratio is \(b/(a-b)=1/(e^{x/T}-1)\). Since the difference of the two Fermi functions integrates to \(x\),

\[
g(x)=\frac{x}{e^{x/T}-1},\qquad g(-x)=e^{x/T}g(x),\qquad g(-x)-g(x)=x .
\]

The last identity fixes the prefactor: a junction under a fixed voltage \(V\) passes \(V/R\) if each rate is \(g/R\). Hence

\[
U_j(n)=\frac{g(x_j(n))}{R_j},\qquad
D_j(n+1)=\frac{g(-x_j(n))}{R_j},
\]

with totals \(U=U_1+U_2\) for gaining and \(D=D_1+D_2\) for losing an electron. With \(g\) in eV and \(R\) in ohms, the rate per second is \(g/(eR)\), where \(g\) is read in volts.

## The recursion

The net probability flow from \(n\) to \(n+1\) is

\[
J(n)=p(n)U(n)-p(n+1)D(n+1),\qquad
\frac{dp(n)}{dt}=J(n-1)-J(n).
\]

In a stationary state \(J\) is the same for all \(n\). If \(J>0\), then \(p(n)\ge J/U(n)\). As \(n\to-\infty\), \(U(n)\) grows linearly in \(|n|\), so this lower bound has a divergent sum. If \(J<0\), then \(p(n+1)\ge |J|/D(n+1)\), with the same divergence as \(n\to+\infty\). A normalizable distribution therefore has \(J=0\):

\[
\frac{p(n+1)}{p(n)}=r(n)=\frac{U(n)}{D(n+1)} .
\]

Raising \(x\) lowers \(1-f(E-x)\), so \(g\) decreases. As \(x_j(n)\) rises with \(n\), \(U(n)\) falls, \(D(n+1)\) rises and \(r(n)\) falls. The distribution thus has one peak, at the first \(n=m\) with \(r(n)<1\); its lower neighbour can tie with it.

In the example, \(C_1,C_2,C_g=0.60,0.55,0.15\) aF, \(R_1,R_2=20,80\) GΩ and \(V_1,V_2,V_g=0,0.3,0.2\) V. This gives \(1/C=0.1232\) eV, \(q=1.217\) and \(m=1\), with thermal energy 0.02585 eV.

| \(n\) | \(U\) (s\(^{-1}\)) | \(D\) (s\(^{-1}\)) | \(p\) |
|---|---|---|---|
| −1 | 6.629e7 | 9.539e5 | 0.0372 |
| 0 | 2.852e7 | 7.147e6 | 0.3453 |
| 1 | 3.815e6 | 1.745e7 | 0.5644 |
| 2 | 1.092e5 | 4.082e7 | 0.0527 |

For instance, \(p(2)/p(1)=3.815\times10^6/4.082\times10^7\approx0.093\).

## Equal currents, bond by bond

Let \(I\) be the electron flow from electrode 1 to electrode 2; conventional current runs the other way. At the two junctions,

\[
I_1=\sum_np(n)[U_1(n)-D_1(n)],\qquad
I_2=\sum_np(n)[D_2(n)-U_2(n)].
\]

Subtracting and shifting the index in the loss term gives

\[
I_1-I_2=\sum_n[p(n)U(n)-p(n+1)D(n+1)]=\sum_nJ(n)=0 .
\]

The same shift in \(I_1\) alone turns it into a sum over bonds \(n\leftrightarrow n+1\), with \(j(n)=p(n)U_1(n)-p(n+1)D_1(n+1)\). Insert the recursion and write \(D'=D(n+1)\), \(D_j'=D_j(n+1)\):

\[
j(n)=\frac{p(n)}{D'}\left[U_1(D_1'+D_2')-D_1'(U_1+U_2)\right]
=\frac{p(n)}{D'}\left[U_1D_2'-D_1'U_2\right].
\]

The second product contains \(g(-x_1)g(x_2)=e^{(x_1-x_2)/T}g(x_1)g(-x_2)\), and \(x_1-x_2=V_1-V_2\). Therefore

\[
j(n)=p(n)\,\frac{g(x_1)g(-x_2)}{R_1R_2D(n+1)}
\left[1-e^{-(V_2-V_1)/T}\right].
\]

Every bond current has the sign of \(V_2-V_1\).

This explains the opening numbers. For the bond \(-1\leftrightarrow0\), the costs are \(x_1=-0.2116\) eV and \(x_2=0.0884\) eV, so \(g(x_1)=0.2117\) and \(g(-x_2)=0.0914\) eV. The last bracket differs from 1 by only \(9\times10^{-6}\). In SI units,

\[
j(-1)=\frac{0.0372\times0.2117\times0.0914\ \mathrm{V^2}}
{(20\times10^9)(80\times10^9)\,\Omega^2\;(1.602\times10^{-19}\,\mathrm C)(7.147\times10^6\,\mathrm{s^{-1}})}
\approx0.393\ \mathrm{pA}.
\]

State \(-1\) is rarely occupied, but it is left quickly, and its bond carries 19% of the current. The three-state window removes that bond. Renormalizing the remaining probabilities recovers only part of the loss.

## A bound for the cutoff

Keep \(n=l,\dots,h\), with \(l=m-K\) and \(h=m+K\), and remove the rates that leave this window. The recursion inside is unchanged, so the window distribution is the true one divided by its retained probability \(W\). The currents \(I_1\) and \(I_2\) of this closed window are equal for every \(K\). Call their value \(I_K\). Then

\[
I=W I_K+j_{\rm out},\qquad
I-I_K=j_{\rm out}-(1-W)I_K ,
\]

where \(j_{\rm out}\) is the sum over omitted bonds. The two terms on the right of the second equation have opposite effects, because \(j_{\rm out}\) and \(I_K\) share a sign. The error is therefore no larger than the larger of their magnitudes.

Each \(j(n)\) is a difference of two non-negative numbers, neither exceeding \(p(n)U(n)=p(n+1)D(n+1)\). Hence \(|j(n)|\) does not exceed it either. Above \(h\), \(U\) falls and successive probabilities shrink by at least the factor \(r(h)<1\). Below \(l\), \(D\) falls and they shrink by at least \(s=D(l)/U(l-1)<1\) for \(K\ge1\). Summing the geometric series,

\[
|j_{\rm out}|\le F=\frac{p(h)U(h)}{1-r(h)}+\frac{p(l)D(l)}{1-s},
\]
\[
1-W\le P=\frac{p(h)r(h)}{1-r(h)}+\frac{p(l)s}{1-s},
\]

and \(|I-I_K|\le\max(F,P|I_K|)\). Window probabilities may be used here, since they are never smaller than the true ones.

For the example, with errors and bounds relative to the converged current:

| \(K\) | \(I_K\) (pA) | error | bound |
|---|---|---|---|
| 1 | 1.7808 | 1.6e−1 | 2.2e−1 |
| 2 | 2.1078 | 2.3e−3 | 2.7e−3 |
| 3 | 2.1126 | 5.7e−7 | 6.8e−7 |
| 4 | 2.1126 | 1.5e−12 | 1.8e−12 |

The rapid convergence has a simple origin. Since \(U_j(n)=e^{-x_j(n)/T}D_j(n+1)\), the ratio obeys \(r(n)\le e^{-\min_jx_j(n)/T}\). Each further step upward raises the cost by \(1/C\), so the tail falls like a Gaussian. The lower tail behaves in the same way.

## Pseudocode

```
C = C1 + C2 + Cg
q = C1*V1 + C2*V2 + Cg*Vg
m = round(q)
while r(m) >= 1:    m = m + 1
while r(m-1) < 1:   m = m - 1
w[m] = 1
for K = 1 ... Kmax:
    w[m+K] = w[m+K-1] * U(m+K-1) / D(m+K)
    w[m-K] = w[m-K+1] * D(m-K+1) / U(m-K)
    p = w / sum(w)
    I = sum of j(n), n = m-K ... m+K-1
    compute F and P from the end states
    if max(F, P*|I|) <= abs_tol + rel_tol*|I|:
        return I, p, K
report failure
```

If \(\sum w\) and the unnormalized bond sum are updated as states are added, the storage and the work after the peak search are proportional to \(K\). Recomputing both sums at every \(K\) makes the work quadratic. For \(V_1=V_2=0\) the recursion gives \(p(n)\propto e^{-(n-q)^2/(2CT)}\), so the required \(K\) grows as \(\sqrt{CT}\) when \(CT\) is large. A bias opens a range of about \(C|V_2-V_1|\) states for which entry from one electrode and exit to the other are both downhill. The required \(K\) grows by at most about this number, since outside the range the tails again fall like a Gaussian.

## Stability and failure modes

**Overflow.** Starting at the peak makes all multipliers at most 1, so the weights cannot overflow. Starting in a far tail with weight 1 makes the weights grow towards the peak, where they can overflow. For the thermal factor, compute \(g(-|x|)=|x|/(1-e^{-|x|/T})\) with an `expm1` function, multiply by \(e^{-|x|/T}\) for an uphill event, and set \(g(0)=T\).

**Small bias.** For \(|V_2-V_1|\ll T\), the junction sums subtract nearly equal rates. The bond formula puts the small difference into one factor, which `expm1` evaluates without that loss. At zero bias the current vanishes, so a purely relative tolerance is unsuitable.

**Rounding.** The bound covers truncation, not arithmetic. At \(K=5\) the relative bound is 4.5e−20, while the computed difference is 3.3e−16. At very low temperature the rates themselves may underflow, and logarithmic weights are then needed.

**Misleading current agreement.** Suppose the rates leaving the window are kept in the junction sums. Interior terms cancel in pairs, leaving

\[
I_1-I_2=p(h)U(h)-p(l)D(l).
\]

This difference can vanish by symmetry. Take \(C_1=C_2=0.55\) aF, \(C_g=0.15\) aF, \(R_1=R_2=20\) GΩ, \(V_2=-V_1=0.25\) V, \(V_g=0\) and 300 K. Then \(q=0\), and \(x_1(n)=-x_2(-n-1)\) gives \(U(n)=D(-n)\) and \(p(n)=p(-n)\). At \(K=1\) both open sums give 9.391 pA, whereas the converged current is 9.509 pA. The closed window gives 8.514 pA, 10% below the converged value.

**Independent comparisons.** For 40 random devices (0.2–1.5 aF, 1–100 GΩ, potentials within ±0.4 V, 100–600 K), the full master equation on 91 states was solved by least squares. Its probabilities agreed with the recursion to 1e−9, and the cutoff bound held for \(K=1\) to 7, apart from a rounding allowance of 1e−9 times 0.1 V divided by the smaller resistance. For the main example, a stochastic simulation counting electrons gave 2.107 ± 0.003 pA at each junction, 1.5 standard errors below the recursion.

## Two limits

**High temperature and small bias.** Expand \(g(x)=T-x/2+x^2/(12T)+\dots\) and let \(y_j=(n-q)/C+V_j\), the midpoint of \(x_j(n)\) and \(x_j(n-1)\), which differ by \(1/C\). Then

\[
R_1I=\langle g(x_1(n))-g(-x_1(n-1))\rangle
\approx-\langle y_1\rangle\left(1-\frac1{6CT}\right).
\]

The linear terms give \(-y_1\); the quadratic ones give \([x_1(n)^2-x_1(n-1)^2]/(12T)=y_1/(6CT)\). Junction 2 similarly gives \(R_2I\approx\langle y_2\rangle[1-1/(6CT)]\). Adding the two removes the unknown mean charge:

\[
I\approx\frac{V_2-V_1}{R_1+R_2}\left(1-\frac1{6CT}\right).
\]

With \(T=25/C\) and the example's other parameters, the computed deficit from Ohm's law matched the predicted 0.67% to within 5% of that deficit.

**One-way transport.** If all appreciably occupied states gain electrons only from 1 and lose them only to 2, by strongly downhill events, then \(R_1I=-\langle x_1(n)\rangle\) and \(R_2I=\langle x_2(n-1)\rangle\). Their sum is

\[
(R_1+R_2)I=V_2-V_1-\frac1C .
\]

For the example this would be \((0.3-0.1232)\,\mathrm V/100\,\mathrm{G\Omega}=1.77\) pA, against 3.00 pA from Ohm's law. The computed 2.11 pA lies between them. The one-way condition fails here: in the most probable state, \(n=1\), entry from electrode 1 is uphill by 0.035 eV. Cooling does not cure this: at low temperature the current settles at 1.99 pA. The limit needs a larger bias; at 300 K the offset \(V_2-V_1-(R_1+R_2)I\) reaches 94% of \(1/C\) at 1 V and 99.8% at 3 V.

## Relation to a real nanocrystal cell

The parameters are rough values for a gold nanocrystal separated from gold electrodes by 1.0 and 1.1 nm of silicon dioxide. A semiclassical barrier estimate (4.0 eV, mass ratio 0.42, no image forces) gives 21 and 88 GΩ, close to the chosen values. This agreement does not establish their scale: adding the classical image potential between two flat metal surfaces lowers both estimates by a factor of roughly 5 to 16, for relative oxide permittivities from 3.9 down to 2.1. The semiclassical estimate also omits the wave-matching prefactor: the exact transmission of the same rectangular barrier between free-electron gold electrodes (Fermi energy 5.5 eV) gives about 6 and 25 GΩ. The gaps matter too: without image forces, an extra 0.1 nm raises a resistance about fourfold. If both resistances rose fourfold at fixed capacitances, all rates and the current would fall fourfold. Offset charge matters much less at this bias and temperature: over a full gate period, other settings fixed, the current stays between 2.10 and 2.13 pA. The gaps are also far too thin for a memory cell that must retain charge. Here the product \(RC=(16\ \mathrm{G\Omega})(1.3\ \mathrm{aF})=2.1\times10^{-8}\) s sets the scale of the decay time; the slowest relaxation time of the rate equations is \(2.9\times10^{-8}\) s at the 0.3 V bias, and \(3.8\) to \(5.0\times10^{-8}\) s at zero bias, depending on the gate voltage. With two 3 nm oxides and unchanged capacitance, \(RC\) is roughly \(10^4\) s, but this is no retention forecast: a mass ratio of 0.3 instead of 0.42 lowers it to about 30 s.

Other neglected effects set the range of use. The estimated level spacing, 8.8 meV, is a third of the thermal energy. Replacing the continuous spectrum by equally spaced, spin-degenerate levels, thermally occupied at fixed electron number, changes the current of the main example by less than 1%. Irregular spacings and couplings that differ from level to level could change it more and were not computed. The largest mean oxide field in states with \(p>0.01\) is 3.6 MV/cm, below a rough breakdown scale of 10 MV/cm. Curvature raises the local field, to about 5.6 MV/cm for a sphere facing a single flat electrode. A 0.396 V drop and finite temperature change the estimated junction conductance by about 2% for a flat 1.0 nm gap and 2.5% for a flat 1.1 nm gap; for the curved 1.1 nm gap, where this drop occurs, the change is about 3%.

Cooling exposes cotunnelling, in which two tunnelling events pass through a virtual charge state. The estimate here is for the inelastic kind, where the entering and leaving electrons use different island levels, and it again assumes a continuous island spectrum. Let \(E_1,E_2\) be the costs of the two possible virtual states, both far above \(T\) and \(V=V_2-V_1\). The two orders of the events lead to the same final state, so their amplitudes add and give the factor \(1/E_1+1/E_2\). In each junction \(1/R_j\) equals \(2\pi\) times the squared matrix element and the two densities of states. The golden rule for the pair of events then gives the forward rate

\[
\frac1{2\pi R_1R_2}\left(\frac1{E_1}+\frac1{E_2}\right)^2\int g(y)\,g(-V-y)\,dy ,
\]

because the two costs must add up to \(-V\). The backward rate has \(V\) replaced by \(-V\). The two integrals differ by \(V[V^2+(2\pi T)^2]/6\), which the program confirms by quadrature at 77 K and 10 mV. Hence

\[
I_{\rm cot}=\frac{V[V^2+(2\pi T)^2]}{12\pi R_1R_2}
\left(\frac1{E_1}+\frac1{E_2}\right)^2 .
\]

At 10 mV and \(V_g=0\), this estimate is 8e−6 of the sequential current at 77 K but 0.84 of it at 30 K (for \(V_2=-V_1=5\) mV; keeping the energy dependence of the virtual-state denominators lowers the 30 K figure to about 0.73). The second figure gives only a scale: at 30 K the thermal energy, 2.6 meV, is below the estimated level spacing, so the continuous spectrum is no longer justified. Elastic cotunnelling, in which an electron enters and leaves through the same level, is not included and can then be as large or larger. The recursion still converges at 30 K, but to a current that omits contributions at least comparable with itself. The cutoff bound measures the error in solving the model, not the error of the model. The remaining digits are in the numerical output below.

## Numbers as computed

```
nanocrystal diameter 3.0 nm, gaps 1.0, 1.1 nm
capacitances C1, C2, Cg (aF): 0.6 0.55 0.15
resistances R1, R2 (Gohm): 20.0 80.0
potentials V1, V2, Vg (V): 0.0 0.3 0.2
temperature 300 K, thermal energy 0.02585 eV
total capacitance 1.30 aF
isolated sphere in oxide, capacitance 0.651 aF
addition energy e^2/C 0.12324 eV
induced electron number q 1.2171
most probable n: 1
n | x1 (eV) | x2 (eV) | U (1/s) | D (1/s) | p
-2 | -0.33487 | -0.03487 | 1.0818e+08 | 2.7291e+04 | 3.2825e-04
-1 | -0.21162 |  0.08838 | 6.6294e+07 | 9.5392e+05 | 3.7225e-02
 0 | -0.08838 |  0.21162 | 2.8519e+07 | 7.1471e+06 | 3.4529e-01
 1 |  0.03487 |  0.33487 | 3.8147e+06 | 1.7449e+07 | 5.6435e-01
 2 |  0.15811 |  0.45811 | 1.0915e+05 | 4.0822e+07 | 5.2738e-02
 3 |  0.28136 |  0.58136 | 1.6480e+03 | 8.5193e+07 | 6.7570e-05
 4 |  0.40460 |  0.70460 | 2.0152e+01 | 1.3316e+08 | 8.3626e-10
current, junction 1: 2.11262891 pA
current, junction 2: 2.11262891 pA
electron flow 1.3186e+07 per s, cutoff used K = 4
ohmic current V/(R1+R2): 3.0000 pA
simulated current, junction 1: 2.1074 +- 0.0034 pA
simulated current, junction 2: 2.1074 +- 0.0034 pA
K | closed current (pA) | rel. error | rel. bound | open I1-I2 (pA)
1 | 1.78076314 | 1.6e-01 | 2.2e-01 | -4.1e-01
2 | 2.10782500 | 2.3e-03 | 2.7e-03 | -5.7e-03
3 | 2.11262771 | 5.7e-07 | 6.8e-07 | -1.4e-06
4 | 2.11262891 | 1.5e-12 | 1.8e-12 | -3.8e-12
5 | 2.11262891 | 3.3e-16 | 4.5e-20 | -4.0e-16
symmetric device: C1=C2=0.55 aF, Cg=0.15 aF, R1=R2=20 Gohm,
  V1=-0.25 V, V2=0.25 V, Vg=0 V, 300 K
  converged current 9.50946 pA
  K=1 open: I1 9.39087, I2 9.39087 pA
  K=1 closed: 8.51434 pA
gate period 1.0681 V; current range over it 2.1009 to 2.1299 pA
level spacing of the gold island 8.83 meV
lifetime broadening 4.4e-08 eV
cotunnelling/sequential, 10 mV, Vg=0: 77 K 8.3e-06, 30 K 8.4e-01
largest mean oxide field (states with p>0.01) 3.60 MV/cm
junction conductance change by bias and heat 1.98 % at 0.396 V
barrier estimate inputs: 4.0 eV, mass ratio 0.42
estimated resistances 21, 88 Gohm
charge decay time of this device 2.1e-08 s
same C, two 3 nm oxides: rough decay time 1e+04 s
```
